# The unscreened bremsstrahlung spectrum of an ultrarelativistic electron

An electron of mass $m$ and total energy $E$ passes a fixed point charge $Ze$ and emits one photon of energy $\omega$. It leaves with energy $E'=E-\omega$, and $x=E'/E$. The problem is to find the photon spectrum $d\sigma/d\omega$, integrated over all angles, averaged over the initial spin and summed over final spins and polarizations.

We work to lowest order in $\alpha$ and in $Z\alpha$ (Born approximation), neglect nuclear recoil and size, and have no atomic electrons to screen the charge. We seek the leading form for $E,E'\gg m$ at fixed $0<x<1$. Units are $\hbar=c=1$ with $e^2=4\pi\alpha$; the classical electron radius is $r_e=\alpha/m$. Atomic units would only obscure the scales here.

## (a) From the amplitude to the cross section

**Write the spectrum as an angular integral over the two-diagram amplitude.**

**Solution.** Let $p,p'$ be the electron four-momenta, $k$ that of the photon, $\varepsilon$ a real transverse polarization, and $q=p'+k-p$. The static potential supplies no energy, so $q^0=0$. The Fourier transform of the potential energy $-Z\alpha/r$ is $-4\pi Z\alpha/\mathbf q^2$.

The photon is emitted after or before the scattering. Since $(p'+k)^2-m^2=2p'\!\cdot k$ and $(p-k)^2-m^2=-2p\cdot k$, the current is

$$J^\mu=\bar u'\left[\frac{\not\varepsilon(\not p'+\not k+m)\gamma^\mu}{2p'\!\cdot k}-\frac{\gamma^\mu(\not p-\not k+m)\not\varepsilon}{2p\cdot k}\right]u .$$

With $\bar uu=2m$ and unit volume, each particle contributes a factor $(2\times\text{energy})^{-1/2}$. Up to a phase, the transition matrix element is

$$\frac{4\pi Z\alpha}{\mathbf q^2}\,\frac{e}{\sqrt{8EE'\omega}}\,J^0 .$$

The golden rule, divided by the flux $|\mathbf p|/E$, with $d^3p'=|\mathbf p'|E'dE'd\Omega'$ and $d^3k=\omega^2d\omega\,d\Omega_k$, gives

$$\frac{d\sigma}{d\omega}=\frac{E}{|\mathbf p|}\frac{|\mathbf p'|E'\omega^2}{(2\pi)^5}\int d\Omega_kd\Omega'\,\frac{16\pi^2Z^2\alpha^2}{\mathbf q^4}\,\frac{4\pi\alpha}{8EE'\omega}\,T,\qquad T=\tfrac12\sum|J^0|^2 .$$

The numerical factor is $64\pi^3/(256\pi^5)=1/(4\pi^2)$, so

$$\omega\frac{d\sigma}{d\omega}=Z^2\alpha^3\,\frac{|\mathbf p'|\omega^2}{4\pi^2|\mathbf p|}\int d\Omega_kd\Omega'\,\frac{T}{\mathbf q^4}. \tag{1}$$

## (b) The momentum transfer

**Take the $z$ axis along the photon. Find $q_z$ and the denominators in $J^\mu$.**

**Solution.** Let $\mathbf a$ and $\mathbf b$ be the transverse momenta of the electron before and after, and

$$A=m^2+a^2,\qquad B=m^2+b^2,\qquad \mathbf q_\perp=\mathbf b-\mathbf a .$$

For any four-vector define $v^\pm=v^0\pm v_z$. The mass shell reads $p^+p^-=A$ and $p'^+p'^-=B$, while $k^+=2\omega$, $k^-=0$. Because $q^0=0$, $q_z=-q^-=p^--p'^-$, or

$$q_z=\frac{A}{p^+}-\frac{B}{p'^+}\simeq\frac{A}{2E}-\frac{B}{2E'} .$$

For $q_\perp\ll m$ we have $B\simeq A$ and

$$|q_z|\simeq\frac{\omega A}{2EE'} . \tag{2}$$

This is of order $m^2/E$, far below $m$. It matters only when $q_\perp$ is equally small, but there it keeps $1/\mathbf q^4$ finite. The denominators are

$$2p\cdot k=k^+p^-=\frac{k^+A}{p^+},\qquad 2p'\!\cdot k=\frac{k^+B}{p'^+}. \tag{3}$$

## (c) The amplitude at high energy

**Find $J^0$ to leading order, in a form valid for $q_\perp\sim m$ and for $q_\perp\sim m^2/E$.**

**Solution.** The two diagrams nearly cancel when $\mathbf b\to\mathbf a$, so small terms must be watched. Write $J^0=\tfrac12(J^++J^-)$, with $\gamma^\pm=\gamma^0\pm\gamma^3$ and $(\gamma^\pm)^2=0$.

*The part $J^-$.* The Dirac equation gives $\bar u'\not\varepsilon(\not p'+m)=2p'\!\cdot\varepsilon\,\bar u'$ and $(\not p+m)\not\varepsilon u=2p\cdot\varepsilon\,u$. The remaining terms contain $\not k=\omega\gamma^-$. In both of them, $\not\varepsilon\not k\gamma^\mu$ and $\gamma^\mu\not k\not\varepsilon$, it stands next to $\gamma^\mu$, so they contain $\gamma^-\gamma^-=0$ when $\gamma^\mu=\gamma^-$. Hence

$$J^-=\left(\frac{p'\!\cdot\varepsilon}{p'\!\cdot k}-\frac{p\cdot\varepsilon}{p\cdot k}\right)\bar u'\gamma^-u .$$

For transverse momenta of order $m$, the bracket is of order $E/(\omega m)$ and $\bar u'\gamma^-u$ of order $m^2/E$. Thus $J^-\sim m/E$ at fixed $x$.

*Internal lines in $J^+$.* In $\not P=\tfrac12(P^+\gamma^-+P^-\gamma^+)-\boldsymbol\gamma_\perp\!\cdot\mathbf P_\perp$, only $P^-$ depends on whether $P$ is on the mass shell. It multiplies $\gamma^+$, which vanishes against the neighbouring $\gamma^+$ of the current. We may therefore put each internal line on shell, keeping its $P^+$ and $\mathbf P_\perp$, and replace $\not P+m$ by $\sum_s u_s\bar u_s$.

*Spinors.* Let $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$, $\beta=\gamma^0$, $u_g=\tfrac12(1+\alpha_3)u$ and $u_b=\tfrac12(1-\alpha_3)u$. Applying $\tfrac12(1-\alpha_3)$ to $(E-\boldsymbol\alpha\cdot\mathbf p-\beta m)u=0$, and using that $\boldsymbol\alpha_\perp$ and $\beta$ anticommute with $\alpha_3$, we get

$$u_b=\frac{\boldsymbol\alpha_\perp\!\cdot\mathbf p_\perp+\beta m}{p^+}\,u_g .$$

Also $\bar u'\gamma^+u=2u_g'^\dagger u_g$. The normalization $\bar u\gamma^+u=2p^+$ gives $u_g=\sqrt{p^+}\,\chi$, with $\chi^\dagger\chi=1$. Take the two $\chi$ to be eigenvectors of the spin matrix $\Sigma_3$, the same for all momenta. Then $\bar u_{s'}(p')\gamma^+u_s(p)=2\sqrt{p'^+p^+}\,\delta_{s's}$. At equal momenta $\bar u_{s'}\gamma^\mu u_s=(p^\mu/m)\bar u_{s'}u_s$, so these spinors also obey $\bar u_{s'}u_s=2m\delta_{s's}$, as the spin sum requires.

*Emission vertex.* For emission after the scattering, $P=p'+k$ and both $P$ and $p'$ have transverse momentum $\mathbf b$. Since $\bar u'\not\varepsilon u=-u'^\dagger\boldsymbol\alpha\cdot\boldsymbol\varepsilon\,u$ connects $g$ with $b$ components,

$$\bar u(p')\not\varepsilon u(P)=-\sqrt{p'^+P^+}\,\chi'^\dagger\!\left[\boldsymbol\alpha\!\cdot\!\boldsymbol\varepsilon\,\frac{\boldsymbol\alpha\!\cdot\!\mathbf b+\beta m}{P^+}+\frac{\boldsymbol\alpha\!\cdot\!\mathbf b+\beta m}{p'^+}\,\boldsymbol\alpha\!\cdot\!\boldsymbol\varepsilon\right]\!\chi .$$

Use $\boldsymbol\alpha\!\cdot\!\boldsymbol\varepsilon\,\boldsymbol\alpha\!\cdot\!\mathbf b=\boldsymbol\varepsilon\!\cdot\!\mathbf b+i\Sigma_3(\boldsymbol\varepsilon\times\mathbf b)_z$, the opposite sign of the second term for the reversed order, and $\boldsymbol\alpha\!\cdot\!\boldsymbol\varepsilon\,\beta=-\beta\,\boldsymbol\alpha\!\cdot\!\boldsymbol\varepsilon$. Now $P^+=p^++q_z$, so we may set $P^+=p^+$ with relative error $m^2/E^2$, and $p^+-p'^+=k^+$ likewise. The vertex becomes $-N(\mathbf b)/\sqrt{p^+p'^+}$, with

$$N(\mathbf b)=\chi'^\dagger\left[(p^++p'^+)\,\boldsymbol\varepsilon\!\cdot\!\mathbf b-ik^+\Sigma_3(\boldsymbol\varepsilon\times\mathbf b)_z+mk^+\beta\,\boldsymbol\alpha\!\cdot\!\boldsymbol\varepsilon\right]\chi .$$

Multiply by $\bar u(P)\gamma^+u(p)=2p^+$ and divide by $k^+B/p'^+$. The first diagram is $-(2\sqrt{p^+p'^+}/k^+)N(\mathbf b)/B$. In the second, the internal line has plus-component $p'^+$ and transverse momentum $\mathbf a$; the factors are $2p'^+$ and $p^+/(k^+A)$, so the same prefactor multiplies $N(\mathbf a)/A$, with the opposite sign. With

$$\mathbf V=\frac{\mathbf b}{B}-\frac{\mathbf a}{A},\qquad W=\frac1B-\frac1A,$$

$$J^+=-\frac{2\sqrt{p^+p'^+}}{k^+}\,\chi'^\dagger\left[(p^++p'^+)\boldsymbol\varepsilon\!\cdot\!\mathbf V-ik^+\Sigma_3(\boldsymbol\varepsilon\times\mathbf V)_z+mk^+W\beta\,\boldsymbol\alpha\!\cdot\!\boldsymbol\varepsilon\right]\chi .$$

Each diagram is of order $E/m$, so the replacement of $P^+$ costs an absolute error of order $m/E$, like $J^-$. At $q_\perp\sim m^2/E$ the cancellation leaves $J^+\sim1$, still larger than both by $E/m$. For $q_\perp\ll m$ the leading $J^+$ is of order $Eq_\perp/m^2$, so $J^0\simeq J^+/2$ holds for $q_\perp\gg m^3/E^2$. For $q_\perp\lesssim m^3/E^2$ the neglected terms of order $m/E$ compete and the approximation fails. Compared with $q_\perp\sim m^2/E$, that region has $1/\mathbf q^4\simeq1/q_z^4$ of the same order, while $|J^0|^2$ and the area in $\mathbf q_\perp$ are each smaller by $m^2/E^2$, so it does not affect the leading result.

*Squaring.* The first two terms keep the spin and are out of phase by $90^\circ$, so their squares add. The third flips the spin, and its matrix has unit magnitude. Summing over two polarizations,

$$T=\frac{p^+p'^+}{k^{+2}}\left\{\left[(p^++p'^+)^2+k^{+2}\right]V^2+2m^2k^{+2}W^2\right\}.$$

Since $(p^++p'^+)^2+(p^+-p'^+)^2=2(p^{+2}+p'^{+2})$, setting $p^+=2E$, $p'^+=2E'$, $k^+=2\omega$ gives

$$T=\frac{8EE'}{\omega^2}\left[(E^2+E'^2)V^2+m^2\omega^2W^2\right]. \tag{4}$$

## (d) The transverse integral

**Reduce (1) to an integral over $\mathbf a$ and $\mathbf q_\perp$.**

**Solution.** The integral converges at transverse momenta of order $m$, as the next parts show, so the angles are small: $d\Omega_k=d^2a/E^2$, $d\Omega'=d^2b/E'^2$, $|\mathbf p'|/|\mathbf p|=E'/E$. Insert (4) into (1); the energy factors combine to $1/E^2$. From here to the end of (f), momenta are in units of $m$. Then

$$\omega\frac{d\sigma}{d\omega}=\frac{2Z^2\alpha r_e^2}{\pi^2}\left[(1+x^2)K_V+(1-x)^2K_W\right], \tag{5}$$

$$K_V=\int\!d^2a\,d^2q_\perp\frac{V^2}{(q_\perp^2+q_z^2)^2},\qquad K_W=\int\!d^2a\,d^2q_\perp\frac{W^2}{(q_\perp^2+q_z^2)^2}.$$

By (2), $|q_z|=\delta A$ at small $q_\perp$, where $\delta=m\omega/(2EE')\ll1$ and $A=1+a^2$. Choose a dividing value $q_0$ with $\delta\ll q_0\ll1$.

## (e) The region $q_\perp>q_0$

**Evaluate both integrals here.**

**Solution.** Drop $q_z$ and let $t=q_\perp^2$. From $2\mathbf a\cdot\mathbf b=A+B-2-t$,

$$V^2=\frac{a^2}{A^2}+\frac{b^2}{B^2}-\frac{2\mathbf a\cdot\mathbf b}{AB}=\frac{2+t}{AB}-\frac1{A^2}-\frac1{B^2},\qquad W^2=\frac1{A^2}+\frac1{B^2}-\frac2{AB}.$$

We have $\int d^2a/A^2=\int d^2a/B^2=\pi$. For the product use

$$\frac1{AB}=\int_0^1\!\frac{dy}{[(1-y)A+yB]^2},\qquad (1-y)A+yB=(\mathbf a+y\mathbf q_\perp)^2+1+ct,$$

with $c=y(1-y)$. Shifting $\mathbf a$ gives

$$\int\frac{d^2a}{AB}=\pi L(t),\qquad L(t)=\int_0^1\frac{dy}{1+ct}.$$

Thus $\int V^2d^2a=\pi[(2+t)L-2]$ and $\int W^2d^2a=2\pi(1-L)$. With $d^2q_\perp=\pi\,dt$ after the angular integral, and $t_0=q_0^2$,

$$\frac{K_W^{>}}{\pi^2}=\int_0^1\!dy\int_{t_0}^\infty\!\frac{2c\,dt}{t(1+ct)}=-2\int_0^1 c\ln(ct_0)\,dy=-\frac13\ln t_0+\frac59 .$$

We used $\int_{t_0}^\infty dt/[t(1+ct)]=\ln[(1+ct_0)/(ct_0)]\to-\ln(ct_0)$, $\int_0^1c\,dy=\tfrac16$ and

$$\int_0^1c\ln c\,dy=2\int_0^1(y-y^2)\ln y\,dy=2\left(-\tfrac14+\tfrac19\right)=-\tfrac5{18}.$$

For $K_V$ write $(2+t)L-2=tL-2(1-L)$. The second piece is minus the integral just done. The first is $-\int_0^1\ln(ct_0)\,dy=-\ln t_0+2$. Therefore

$$\frac{K_V^{>}}{\pi^2}=-\frac23\ln t_0+\frac{13}9 .$$

## (f) The region $q_\perp<q_0$

**Evaluate both integrals here, keeping $q_z$.**

**Solution.** Expand to first order in $\mathbf q_\perp$:

$$\mathbf V\simeq\frac{\mathbf q_\perp}{A}-\frac{2\mathbf a(\mathbf a\cdot\mathbf q_\perp)}{A^2},\qquad W\simeq-\frac{2\mathbf a\cdot\mathbf q_\perp}{A^2}.$$

Averaging over the direction of $\mathbf q_\perp$ replaces $(\mathbf a\cdot\mathbf q_\perp)^2$ by $a^2q_\perp^2/2$. With $a^2=A-1$,

$$\overline{V^2}=q_\perp^2\left(\frac1{A^2}-\frac{2a^2}{A^3}+\frac{2a^4}{A^4}\right)=q_\perp^2\left(\frac1{A^2}-\frac2{A^3}+\frac2{A^4}\right),$$

$$\overline{W^2}=2q_\perp^2\left(\frac1{A^3}-\frac1{A^4}\right).$$

The integral over $q_\perp$ is, for $\delta A\ll q_0$,

$$\int_{q_\perp<q_0}\!\frac{q_\perp^2\,d^2q_\perp}{(q_\perp^2+\delta^2A^2)^2}=\pi\left[\ln\frac{q_0^2}{\delta^2A^2}-1\right]=\pi\left[\ell-2\ln A\right],\qquad \ell=2\ln\frac{q_0}\delta-1 .$$

Larger $A$ contributes negligibly, because the averages fall at least as $A^{-2}$. Finally $d^2a=\pi\,dA$, with

$$\int_1^\infty\frac{dA}{A^n}=\frac1{n-1},\qquad \int_1^\infty\frac{\ln A}{A^n}dA=\frac1{(n-1)^2}.$$

So

$$\frac{K_V^{<}}{\pi^2}=\left(1-1+\tfrac23\right)\ell-2\left(1-\tfrac24+\tfrac29\right)=\frac23\,\ell-\frac{13}9,$$

$$\frac{K_W^{<}}{\pi^2}=2\left(\tfrac12-\tfrac13\right)\ell-4\left(\tfrac14-\tfrac19\right)=\frac13\,\ell-\frac59 .$$

## (g) The spectrum

**Add the regions and discuss the result.**

**Solution.** The constants $13/9$ and $5/9$ cancel, and so does $q_0$:

$$K_V=\frac{4\pi^2}3\left(\ln\frac1\delta-\frac12\right),\qquad K_W=\frac{2\pi^2}3\left(\ln\frac1\delta-\frac12\right).$$

The common bracket factors out of (5). Since

$$\frac43(1+x^2)+\frac23(1-x)^2=2\left(1+x^2-\frac{2x}3\right),$$

the spectrum is

$$\boxed{\frac{d\sigma}{d\omega}=\frac{4Z^2\alpha r_e^2}{\omega}\left(1+x^2-\frac{2x}3\right)\left[\ln\frac{2EE'}{m\omega}-\frac12\right]} \tag{6}$$

The logarithm comes from momentum transfers between about $m^2\omega/(2EE')$ and $m$, with nearly equal weight per logarithmic interval well inside this range if it spans many powers of ten. The lower edge is broad: the cutoff is gradual even at a fixed photon angle, and its position (2), proportional to $A$, also differs from one angle to another. Below this range the longitudinal momentum cuts off the Coulomb factor; above it the radiation amplitude no longer grows in proportion to $q_\perp$. The upper edge is broad as well: by (e) the weight of $K_V$ per interval of $\ln t$ is proportional to $[(2+t)L-2]/t$, which tends to $2/3$ at small $t$ and is still about half of that at $q_\perp=3m$.

For soft photons, $x\to1$, the polynomial tends to $4/3$. The number of photons per unit energy then rises as $1/\omega$ times a logarithm, so the total number diverges at this order, while the radiated energy $\int\omega\,d\sigma$ stays finite. At the other end, $E'\sim m$, the small-angle treatment of the final electron fails and (6) must not be used.

The smallest momentum transfer corresponds to a longitudinal length $2EE'/(m^2\omega)$. For a neutral atom, screening of the nuclear field may be neglected when this length is much less than the atomic radius; as the length grows, screening of the distant field by the electrons becomes important. Even without screening, (6) gives only the radiation in the field of the nucleus: the $Z$ atomic electrons are targets too and add a term of order $Z$ beside $Z^2$, which matters for light atoms. For a bare nucleus that limit is absent.

## (h) Numbers for a bare nucleus

**Evaluate (6) for $Z=6$, $E=50$ MeV and photons of 10, 25 and 40 MeV. How good is the high-energy limit, and could the atom have been neutral?**

**Solution.** The unit is $Z^2\alpha r_e^2=20.861$ mb. For $\omega=25$ MeV, $x=0.5$, the polynomial is $0.91667$, and $2EE'/(m\omega)=195.7$ has logarithm $5.2766$. Then

$$\omega\frac{d\sigma}{d\omega}=4(0.91667)(5.2766-0.5)(20.861\ \text{mb})=365.4\ \text{mb}.$$

Dividing by 25 MeV gives $14.61$ mb/MeV, or $1.461\times10^{-30}\ \text{m}^2$/MeV. The last column below is the angular integral (1) with the Dirac amplitude at the same finite energy, without the small-angle approximation.

| $\omega$ (MeV) | $\ln[2EE'/(m\omega)]$ | (6) (mb/MeV) | (1) (mb/MeV) |
|---|---|---|---|
| 10 | 6.663 | 56.91 | 56.89 |
| 25 | 5.277 | 14.61 | 14.60 |
| 40 | 3.890 | 6.412 | 6.389 |

Relative to (1), formula (6) is high by about 0.03%, 0.08% and 0.4%. At $x=0.5$ the excess is 3.3% for $E=10m$ and 0.08% for $E=100m$. The numerical check also finds agreement within 0.1% at $E=4000m$ for $x=0.2$, $0.5$ and $0.8$.

These differences measure the high-energy approximation alone. Both columns omit higher orders in $Z\alpha$, for which $(Z\alpha)^2=0.0019$, as well as radiative corrections, recoil and nuclear size. Hence the digits compare two forms of one model and are not a prediction of that accuracy for a measurement.

The longitudinal lengths for the three photons are 302, 75.6 and 18.9 pm. The Thomas-Fermi radius of the neutral atom is 25.8 pm. None of the lengths is much smaller than this radius, so the condition in (g) for neglecting screening in the neutral atom is not met in any of the three cases. Neutral carbon would also radiate in the fields of its six electrons, a contribution of relative order $1/Z=1/6$ that (6) omits.

## Numbers as computed

```
m = electron mass; S = (omega dsigma/domega)/(Z^2 alpha r_e^2)
amplitude formula, relative error at q_perp = m: 2.4e-07
amplitude formula, relative error at q_perp = 3 delta: 1.0e-04
hard constants V, W: 1.4445, 0.5556
soft constants V, W: -1.4444, -0.5556
Full angular integral against limit formula, E = 4000 m
x = 0.2: S integral 25.752, S formula 25.753
x = 0.5: S integral 31.120, S formula 31.120
x = 0.8: S integral 43.707, S formula 43.707
relative change on a finer grid, x = 0.5: 7.5e-08
Approach to the limit, x = 0.5
E = 10 m: S integral 8.861, S formula 9.151, formula/integral - 1 = 3.28 %
E = 100 m: S integral 17.580, S formula 17.594, formula/integral - 1 = 0.08 %
Example: bare nucleus Z = 6, E = 50 MeV
electron mass: 0.510999 MeV; E/m = 97.848
alpha = 0.00729735; r_e = 2.817940 fm
Z^2 alpha r_e^2 = 20.8608 mb; (Z alpha)^2 = 0.00192
Thomas-Fermi radius of the neutral atom: 25.78 pm
omega = 10 MeV: x = 0.80, 1+x^2-2x/3 = 1.10667
  2EE'/(m omega) = 782.780, logarithm = 6.6629
  longitudinal length 2EE'/(m^2 omega) = 302.28 pm
  S formula = 27.2809, omega dsigma/domega = 569.102 mb
  dsigma/domega formula = 56.9102 mb/MeV
  dsigma/domega full tree = 56.8939 mb/MeV
omega = 25 MeV: x = 0.50, 1+x^2-2x/3 = 0.91667
  2EE'/(m omega) = 195.695, logarithm = 5.2766
  longitudinal length 2EE'/(m^2 omega) = 75.57 pm
  S formula = 17.5140, omega dsigma/domega = 365.357 mb
  dsigma/domega formula = 14.6143 mb/MeV
  dsigma/domega full tree = 14.6024 mb/MeV
omega = 40 MeV: x = 0.20, 1+x^2-2x/3 = 0.90667
  2EE'/(m omega) = 48.924, logarithm = 3.8903
  longitudinal length 2EE'/(m^2 omega) = 18.89 pm
  S formula = 12.2954, omega dsigma/domega = 256.491 mb
  dsigma/domega formula = 6.4123 mb/MeV
  dsigma/domega full tree = 6.3887 mb/MeV
```
